A suddenly started hydrogen atom: electron survival and the start-up force

**Problem**

In one kind of first-principles calculation of electronic stopping, a projectile is driven through a target at fixed velocity, and the energy it gives to the electrons per unit path is recorded. Consider the start of such a run. A hydrogen atom rests in vacuum, ahead of a silicon slab, with its electron in the 1s state. At t = 0 the nucleus is suddenly given one atomic unit of velocity along z, and it is held at that velocity afterwards.

(a) With what probability is the electron found in the ground state of the moving atom?

(b) There is no target yet, so the true stopping force is zero. What force does the calculation record?

Atomic units are used in the derivation: ħ, the electron mass and the elementary charge are 1, and lengths are in Bohr radii. The velocity unit is 2.188 nm/fs, which for a proton means a kinetic energy of 24.98 keV. The electron is nonrelativistic, and the nucleus follows its prescribed path whatever force acts on it.

**A tempting solution**

Let R = (X, Y, Z) be the electron's position in the laboratory and r = (X, Y, Z − vt) its position relative to the nucleus. The ground state is

φ(r) = e^(−r)/√π, with energy E₁ = −1/2.

The moving atom looks like the resting atom, carried along, so its orbital is φ(r). At t = 0 the nucleus has gained velocity but has not yet changed position, and the electron's wave function has had no time to change. The overlap of the two states is therefore

∫ φ(r) φ(r) d³r = 1.

The electron stays in the ground state with certainty, the atom moves off intact, and the recorded force is zero.

**Where it fails**

The sudden approximation is used correctly: the wave function just after the kick is still φ. The false step is the claim that φ(r) is the state of a moving atom. The function φ is real, so its mean momentum is zero. Yet a cloud that travels with the nucleus has a mean position growing as vt, and for an electron of unit mass

d⟨Z⟩/dt = ⟨p_Z⟩,

which requires a mean momentum v. The proposed state has the right shape and the wrong momentum.

The correct state follows from the Schrödinger equation with the moving potential,

i ∂ψ/∂t = [−½∇² − 1/r] ψ.

Write the wave function as a phase times a function of the relative position:

ψ(R, t) = e^(iθ) χ(r, t), θ = vZ − v²t/2.

Since r itself depends on time, the time derivative at fixed R gives

i ∂ψ/∂t = e^(iθ) [ (v²/2)χ + i ∂χ/∂t − iv ∂χ/∂z ].

The kinetic term gives

−½∇²ψ = e^(iθ) [ −½∇²χ − iv ∂χ/∂z + (v²/2)χ ].

The terms in v²/2 and in ∂χ/∂z are the same on both sides and cancel. What remains is

i ∂χ/∂t = H₀χ, H₀ = −½∇² − 1/r.

In the nuclear frame the electron sees an ordinary hydrogen atom at rest. Its ground state is χ = φ e^(−iE₁t), so in the laboratory the moving ground state is

ψ = e^(ivZ) φ(r) e^(−i(E₁ + v²/2)t).

The factor e^(ivZ) supplies the missing momentum. The tempting solution left it out.

**The survival probability**

At t = 0 the relative and laboratory coordinates coincide. The electron is in φ, while the moving ground state is e^(ivz)φ. The amplitude for finding the electron in the moving ground state is

A = ∫ [e^(ivz)φ]* φ d³r = (1/π) ∫ e^(−2r) e^(−ivz) d³r.

This is the Fourier transform of the electron density, its form factor. Put z = r cos ϑ. The angular integral is

2π ∫₋₁¹ e^(−ivrc) dc = 4π sin(vr)/(vr),

and with the volume factor r² this leaves

A = (4/v) ∫₀^∞ r e^(−2r) sin(vr) dr.

To evaluate it, start from the imaginary part of ∫₀^∞ e^(−(b−iv)r) dr = 1/(b − iv):

∫₀^∞ e^(−br) sin(vr) dr = v/(b² + v²).

Differentiating with respect to b brings down a factor −r on the left, so after a change of sign

∫₀^∞ r e^(−br) sin(vr) dr = 2bv/(b² + v²)².

For b = 2 the right side is 4v/(4 + v²)². Hence

A = 16/(4 + v²)² = 1/(1 + v²/4)²,

P(v) = |A|² = 1/(1 + v²/4)⁴.

At v = 1,

A = (4/5)² = 0.6400, P = (4/5)⁴ = 256/625 = 0.4096.

This answers part (a): the probability is 0.41. Direct numerical integration of the defining integral over r and cos ϑ also gives A = 0.6400. Because H₀ does not depend on time, each of its eigenstates keeps its probability, so P does not change after the kick.

Two limits show what controls the result. For small v, (1 + v²/4)^(−4) ≈ 1 − v². The kick then hardly alters the phase of the wave function across the atom. A 1 keV proton has v = 0.200, for which this estimate gives 0.960 and the full formula 0.9610. For v much larger than 2, the term v²/4 outweighs the 1 in the formula, and P ≈ 256/v⁸. Survival is then unlikely because the kick exceeds nearly all momenta present in the 1s state. At 100 keV, v is 2.001 and P is 0.0624; the large-v form would give about 1 there, so it does not yet apply.

**A second trap: the mean energy**

In the nuclear frame the electron starts in χ = e^(−ivz)φ, that is, moving backwards at velocity v. The phase factor shifts the momentum operator from p_z to p_z − v, so

⟨H₀⟩ = E₁ − v⟨p_z⟩ + v²/2 = E₁ + v²/2,

where ⟨p_z⟩ = 0 is taken in φ. At v = 1 this is −13.61 + 13.61 = 0 eV, which is the ionisation threshold. One might conclude that the electron is just lost. But a mean energy is an average over possible outcomes. Decomposing the kicked state into eigenstates of H₀ numerically gives

1s: 0.41
n = 2: 0.09
higher bound states: 0.05
ionised: 0.45

The calculation confines the electron to a finite sphere, which pushes the most weakly bound states above the threshold and counts them as ionised. This moves less than 0.01 of probability from the third entry to the fourth; for the unconfined atom the third entry is 0.056 and the fourth still rounds to 0.45.

The 1s part has no excitation energy, so the whole mean excitation of 13.61 eV belongs to the remaining probability 1 − P. Its average excitation is

13.61 eV / (1 − 0.4096) = 23.0 eV,

which lies 9.4 eV above the threshold.

**The recorded force**

The potential energy is V = −1/r, so the force on the electron along z is −∂V/∂z = −z/r³. Define

S(t) = −⟨z/r³⟩.

This is the mean forward pull on the electron. The nucleus feels the opposite force, so a positive S retards it. To see that S is also what an energy record would show, take the electron's energy E in the laboratory. The Hamiltonian depends on time only through the moving potential, so

dE/dt = ⟨∂V/∂t⟩ = −v⟨∂V/∂z⟩ = vS.

The work done on the electron since the start is therefore

W = v ∫ S dt = v p,

where p is the electron's mean laboratory momentum, initially zero.

If the atom had started in its true moving ground state, the density would remain spherical about the nucleus, ⟨z/r³⟩ would vanish by symmetry, and S would be zero at all times. Any force found in this vacuum problem therefore comes from the way the motion was started.

For the sudden start, the density is also spherical at t = 0, so S begins at zero. The electron then lags behind the nucleus and pulls it back. Solving the Schrödinger equation for χ gives

0.02 fs: S = 140.5 eV/nm, W = 4.31 eV
0.05 fs: S = 109.1 eV/nm, W = 12.93 eV
0.10 fs: S = 29.1 eV/nm, W = 20.02 eV
0.20 fs: S = −12.8 eV/nm, W = 20.27 eV
0.40 fs: S = 5.4 eV/nm, W = 17.29 eV
1.20 fs: S = −5.6 eV/nm, W = 17.58 eV

The values of S shift by up to about 2 eV/nm when the radial basis and the box are changed, while W shifts by 0.03 eV or less. The peak is 143 to 145 eV/nm, reached after 0.023 to 0.024 fs, when the nucleus has moved about 0.05 nm, roughly one Bohr radius. This answers part (b): with no target present, the calculation records a force 1.4 times a rough value of 100 eV/nm for protons of this energy in silicon.

The size of the error depends on how the stopping power is extracted. In 0.10 fs the nucleus covers 0.219 nm, and dividing work by path gives

20.02 eV / 0.219 nm = 91 eV/nm,

which could pass for a real stopping power. After 1.20 fs the path is 2.63 nm and the same quotient is 6.7 eV/nm. By then the work has stopped growing, but it still swings between about 17 and 22 eV as the force changes sign. Apart from this swing, the false average falls as one over the path length. Discarding the early part of the path is more effective than diluting it.

**Why the force keeps ringing**

The force changes sign and does not die out quickly. The kicked state is a superposition of eigenstates of H₀, each with its own phase e^(−iE_n t). The operator z/r³ is odd under reflection, so it has no mean value in 1s alone, but it connects 1s with p states. The 1s–2p cross term oscillates at the difference of their energies,

E₂ − E₁ = −1/8 + 1/2 = 3/8,

with period 2π/(3/8) = 16.8 atomic units of time, or 0.405 fs. The nucleus travels 0.887 nm in one period. The amplitude of this single term is 17.0 eV/nm, and in this model nothing damps it. Over the last two periods of the calculation the full force and the 1s–2p term have a correlation coefficient of about 0.97, which identifies the main source of the late oscillation.

Over those two periods the mean force is about 0.5 eV/nm. The value depends on where the window is placed: for two-period windows ending between 1.0 and 2.4 fs it lies between −0.3 and 1.4 eV/nm, always far below both the peak and the ringing amplitude. In this vacuum model, averaging over whole ringing periods therefore removes most of the false force, provided the average begins well after the initial pulse has ended. Whether the ringing is damped inside a target is a separate question, which this calculation does not settle.

**Starting the atom properly**

One remedy is to multiply the initial orbital by e^(ivz). In vacuum this removes the transient, as shown above. Another is to accelerate the nucleus gradually. Let its acceleration be constant, a = v/T, for a time T. In the accelerating frame the electron feels an additional inertial force −a along z, so its Hamiltonian is

H = H₀ + az.

For very short T, the contribution of H₀ during the ramp becomes negligible while aT stays equal to v. The evolution operator then tends to e^(−ivz), which is the sudden kick. A numerical ramp of 0.00024 fs gives a survival probability of 0.4096, as it should. With the final velocity held at one atomic unit, longer ramps give

0.01 fs: 0.412
0.05 fs: 0.460
0.10 fs: 0.558
0.20 fs: 0.743
0.50 fs: 0.963

The start thus counts as sudden only if it takes much less than about 0.05 fs. The longest ramp needs 0.547 nm of path and still leaves about 4% of the probability outside 1s. A gradual start does not make the recorded work vanish either. An electron that follows the nucleus closely must gain the kinetic energy v²/2, here 13.6 eV. This is the cost of setting the atom in motion, and the ramp must be left out when a stopping power is extracted.

**Beside a real implantation**

Proton energies of some tens of keV are used for implanting hydrogen into silicon, so the chosen velocity is realistic. The sudden start is not: an implanter accelerates its ions over macroscopic distances. The value 0.41 therefore describes a starting procedure in a calculation and does not predict the fraction of neutral hydrogen in a beam or in a wafer.

The assumption that matters most is the vacuum. Inside silicon the valence electrons screen the proton. As a deliberately strong, metal-like model, take static Thomas–Fermi screening at a rough valence density of 200 electrons/nm³. The screening length is then 0.0479 nm, the electron is bound by only 0.057 eV, and the same sudden kick leaves it in that ground state with probability 0.010. The state is barely bound, so both numbers are sensitive to the density: 180 and 220 electrons/nm³ give 0.085 and 0.036 eV, with probabilities 0.015 and 0.006. A semiconductor screens a static charge less completely than this, and a fast proton is not screened statically, so 0.010 is not a prediction for silicon. It does show how strongly the result can depend on screening, so the vacuum value should not be assumed for a start inside the solid.

The approximate electronic structure matters less. Since A is the form factor of the density, an orbital from the local spin-density approximation can be inserted directly. It gives a survival probability |A|² of 0.376, which is 8% below the hydrogen value of 0.4096. This is the overlap at the moment of the kick; in a time-dependent calculation with that functional the potential changes with the density, so the later probability need not stay constant.

The remaining neglected effects are small here. The electron-to-proton mass ratio is 5.4 × 10⁻⁴, the largest work done on the electron is 8.8 × 10⁻⁴ of the proton's kinetic energy, and (v/c)² is 5.3 × 10⁻⁵. The numerical output below lists the values used.

Table of computed values

```
nuclear velocity: 1.0 atomic unit = 2.188 nm/fs
proton kinetic energy: 24.98 keV
overlap amplitude by quadrature: 0.6400
survival probability, formula: 0.4096
survival probability, radial mesh: 0.4096
proton 1 keV: v = 0.200 a.u., survival = 0.9610
proton 100 keV: v = 2.001 a.u., survival = 0.0624
probability of n = 2: 0.088
probability of ionisation: 0.45
probability of bound n > 2: 0.05
1s energy: -13.61 eV
mean excitation v^2/2: 13.61 eV
mean energy in nuclear frame, mesh: -0.000 eV
mean excitation of the non-1s part: 23.0 eV
peak apparent stopping force: 143 eV/nm
time of peak: 0.024 fs
path at peak: 0.053 nm
rough silicon stopping power (input): 100 eV/nm
peak force / rough silicon value: 1.4
t = 0.02 fs: S = 140.5 eV/nm, W = 4.31 eV
t = 0.05 fs: S = 109.1 eV/nm, W = 12.93 eV
t = 0.10 fs: S = 29.1 eV/nm, W = 20.02 eV
t = 0.20 fs: S = -12.8 eV/nm, W = 20.27 eV
t = 0.40 fs: S = 5.4 eV/nm, W = 17.29 eV
t = 0.80 fs: S = -3.3 eV/nm, W = 17.73 eV
t = 1.20 fs: S = -5.6 eV/nm, W = 17.58 eV
largest work in the run: 21.9 eV
1s-2p ringing period: 0.405 fs
path per ringing period: 0.887 nm
1s-2p ringing amplitude: 17.0 eV/nm
correlation of late force with 1s-2p part: 0.973
mean force over last two periods: 0.53 eV/nm
survival, accelerated frame, ramp 0.00024 fs: 0.4096
ramp 0.01 fs, path 0.011 nm: survival 0.412
ramp 0.05 fs, path 0.055 nm: survival 0.460
ramp 0.10 fs, path 0.109 nm: survival 0.558
ramp 0.20 fs, path 0.219 nm: survival 0.743
ramp 0.50 fs, path 0.547 nm: survival 0.963
survival with Hartree-Fock orbital (basis check): 0.4095
survival with LSDA orbital: 0.3762
electron/proton mass ratio: 5.45e-04
largest work / proton energy: 8.8e-04
(v/c)^2: 5.3e-05
rough silicon valence density (input): 200 electrons/nm^3
Thomas-Fermi screening length: 0.0479 nm
binding energy in screened potential: 0.057 eV
survival in screened potential: 0.0100
```
